Area and Shear Stiffness of a Honeycomb Sheet of Central Springs

**1. The decision**

To compute the elastic constants of a honeycomb sheet one strains the unit cell and records the energy. Two choices must be made first: whether the two atoms in the cell may move again after the strain is applied, and whether a force model with bond stretching alone is good enough. For the area modulus, relaxation makes no difference at harmonic order and neither do angle springs, although other terms, such as second-neighbour springs, would change it. For the shear modulus both are decisive. With nearest-neighbour central springs k, holding the atoms at their strained positions gives a shear modulus k/(4√3); letting them relax gives zero. The area modulus is k/(2√3) either way.

**2. Model and conventions**

The sheet is flat and periodic. Each atom has three neighbours at distance d, and each bond is a spring k that is unstretched in the reference state. There are no angle forces. Strains are small, so energies are kept to second order in strain until section 6.

From an atom of sublattice A the bonds point along

n_i = (cos θ_i, sin θ_i), θ_i = 0°, 120°, 240°.

The cell holds two atoms and three bonds, and its area is A_c = (3√3/2)d².

The symmetric strain ε is described by

e = ε_xx + ε_yy, a = (ε_xx − ε_yy)/2, b = ε_xy.

Here e is the relative area change, and b is half the engineering shear angle. The moduli are defined through the energy per area

W = ½K e² + 2μ(a² + b²).

The factor 2 is the usual one: for simple shear by a small angle γ, b = γ/2 and W = ½μγ².

A homogeneous strain fixes the lattice vectors but not the position of sublattice B relative to A. Let u be the shift of B relative to A beyond the affine map. To first order the elongation of bond i is the component of its change along its own direction:

s_i = d n_i·ε·n_i + n_i·u.

Writing out the first term,

n_i·ε·n_i = ε_xx cos²θ_i + ε_yy sin²θ_i + 2ε_xy sin θ_i cos θ_i
= e/2 + a cos 2θ_i + b sin 2θ_i.

**3. Locked sublattices**

Set u = 0. For three directions 120° apart, the sums of cos 2θ_i, of sin 2θ_i and of their product vanish, while

Σ cos² 2θ_i = Σ sin² 2θ_i = 3/2.

Squaring the elongations and adding therefore leaves no cross terms:

Σ s_i² = d²[3e²/4 + (3/2)(a² + b²)].

The energy per area is (k/2)Σ s_i²/A_c, so

W_locked = (k/(3√3))[3e²/4 + (3/2)(a² + b²)]
= k e²/(4√3) + k(a² + b²)/(2√3).

Comparison with the definition gives

K = k/(2√3), μ_locked = k/(4√3).

**4. Relaxation removes the shear energy**

Each 3θ_i is a multiple of 360°, so 2θ_i and −θ_i differ by a full number of turns. Hence

cos 2θ_i = cos θ_i, sin 2θ_i = −sin θ_i.

With u = (u_x, u_y) the elongations become

s_i = d e/2 + (d a + u_x) cos θ_i + (u_y − d b) sin θ_i.

The shear thus changes the bond lengths in the same pattern as a rigid shift of one sublattice. The choice

u = d(−a, b)

cancels both shear terms and leaves s_i = d e/2 on every bond. The area strain causes no shift, because three equal bond forces at 120° balance. This is why K is the same with and without relaxation.

One question remains: could a more complicated motion, different from cell to cell, lower the energy further? Take a periodic block of N cells and give every atom an arbitrary displacement w beyond the affine map. A bond's elongation then contains n_i·(w_B − w_A). When all 3N elongations are added, each atom contributes ±w·(n_1 + n_2 + n_3) = 0. The shear terms of the affine part also add to zero, so

Σ s = 3N d e/2

whatever the atoms do. The Cauchy–Schwarz inequality gives

Σ s² ≥ (Σ s)²/(3N) = 3N d²e²/4.

Multiplying by k/2 and dividing by the area N A_c,

W ≥ (3k d²e²/8)/((3√3/2)d²) = k e²/(4√3) = ½K e².

The uniform shift found above reaches this bound. Within the harmonic model, therefore,

K = k/(2√3), μ = 0.

As a test, all 32 atoms of a periodic block of 4 × 4 cells were left free under three random strains. The minimum of the harmonic energy agreed with ½K e² each time.

**5. What the phonons show**

At each wave vector the in-plane motion has four coordinates per cell, two for each atom. The energy depends on them through three bond elongations. Three linear conditions on four unknowns always leave a non-zero solution, so at every wave vector there is at least one motion that stretches no bond to first order. Its harmonic frequency is zero.

For long waves, the moduli say which motion this is. A longitudinal wave along x has ε_xx = η alone, so e = η and a = η/2, and

W = ½Kη² + 2μη²/4 = ½(K + μ)η².

A transverse wave has b = η/2 and W = ½μη². With mass per area ρ the speeds are

v_L = √((K + μ)/ρ), v_T = √(μ/ρ).

For the spring sheet v_L = √(K/ρ) and v_T = 0: the transverse acoustic branch has lost its restoring force. Diagonalization of the dynamical matrix at 200 random wave vectors gave a lowest squared frequency below 10⁻¹⁵ of the highest one, which is zero within rounding.

**6. Finite shear: a quartic energy**

A zero modulus means that the quadratic energy vanishes. To find the next term, apply the area-preserving stretch F = diag(e^g, e^−g), where e^g denotes the exponential and g plays the part of a. Let every cell relax in the same way.

The three B neighbours of an A atom form a triangle whose sides are lattice vectors. The A atom can make its three bonds equal by moving to the centre of the circle through the corners; the bond length is then the circumradius R, the product of the sides divided by four times the triangle's area. The area is unchanged. A side at angle φ_j has its squared length multiplied by

cosh 2g + sinh 2g cos 2φ_j ≈ 1 + 2g² + 2g cos 2φ_j.

Using ln(1 + x) ≈ x − x²/2 and keeping terms up to g²,

ln(R/d) = ½ Σ [2g² + 2g cos 2φ_j − 2g² cos² 2φ_j]
= ½[6g² + 0 − 3g²] = 3g²/2.

Every bond is longer by 3g²d/2. Moving the A atom away from the centre gains nothing at this order: the three unit bond vectors add up to a vector of order g, so the force on the atom is of order g³ and the energy gained is of order g⁶. Hence

W = (k/2)·3·(3g²d/2)²/A_c = 9k g⁴/(4√3).

The next term is odd in g, because stretching along a bond and across it are different; averaging over +g and −g removes it.

The geometry also reveals a limit of the area modulus. Among triangles inscribed in a given circle the equilateral one has the largest area. If the bonds keep their length, a shear g shrinks the sheet by the relative amount 3g², at no energy cost. A sheet that is free to change shape can therefore accept a small compression e < 0 by shearing to g ≈ √(|e|/3) instead of shortening its bonds. Holding the outer shape fixed does not close this escape: in a periodic block of 2 × 2 or more cells, the atoms can take up a small uniform compression by moving differently from cell to cell, with every bond length kept. The harmonic K describes compression only while both kinds of distortion are prevented. Under tension this escape is closed, since the bonds are already at the largest area they can enclose.

**7. Pre-tension**

Let the sheet be held under an isotropic tension σ, with bond length ℓ and bond force f = k(ℓ − d). Put τ = f/ℓ. The energy per cell is (3k/2)(ℓ − d)² and the area is (3√3/2)ℓ², so

σ = 3f dℓ/(3√3 ℓ dℓ) = f/(√3 ℓ) = τ/√3.

Apply the same area-preserving stretch with a shift u = ℓ(p, 0). The relative change of bond i is

along the bond: (g + p) cos θ_i + g²/2,
across the bond: (g − p) sin θ_i.

The g²/2 comes from the second-order term of the exponentials. A transverse change y lengthens a bond by y²/(2ℓ). Summing force times elongation and the spring energy over three bonds, the energy change per cell, divided by ℓ², is

τ[3g²/2 + (3/4)(g − p)²] + (3k/4)(g + p)².

Setting the derivative with respect to p to zero gives k(g + p) = τ(g − p). Hence g + p = 2gτ/(k + τ) and g − p = 2gk/(k + τ), and the minimum is

(3/2)τg² + 3g²kτ/(k + τ).

Dividing by 3√3/2, equating to 2μ_σ g² and using τ = √3σ,

μ_σ = σ[½ + k/(k + √3σ)] ≈ 3σ/2 for σ ≪ k.

This is the stiffness against shear at fixed area. It is positive under tension and negative under weak compression, in agreement with the instability found in section 6.

**8. Angle springs**

Now let σ = 0 and give each of the six angles per cell an energy ½βd²(δθ)². An area strain changes no angle, so K stays k/(2√3).

For a shear with u = d(p, q), section 4 gives the relative elongation

s_i/d = (a + p) cos θ_i + (q − b) sin θ_i.

The rotation of the bond is the transverse component of its change. The strain contributes −a sin 2θ_i + b cos 2θ_i = a sin θ_i + b cos θ_i, and the shift contributes −p sin θ_i + q cos θ_i:

φ_i = (a − p) sin θ_i + (b + q) cos θ_i.

The angle changes are differences of these rotations. Since Σφ_i = 0, the sum of the three squared differences is 3Σφ_i². The same changes occur at both atoms. The energy per cell is then

(d²/2){S[(a + p)² + (q − b)²] + B[(a − p)² + (b + q)²]},

with S = 3k/2 from stretching and B = 2·3·(3/2)β = 9β from bending. Minimizing over p gives S(a + p) = B(a − p), so

p = −a(S − B)/(S + B), and likewise q = b(S − B)/(S + B).

Insertion turns the curly bracket into 4(a² + b²)SB/(S + B): stretching and bending act as springs in series, so the softer one governs when the two differ greatly. Dividing by A_c and comparing with 2μ(a² + b²),

μ = (2/(3√3)) SB/(S + B) = 2√3 kβ/(k + 6β).

The shift is d(−a, b) multiplied by (k − 6β)/(k + 6β). For β → 0 the shear modulus vanishes as 2√3β and the full shift returns. The ratio to the area modulus is

μ/K = 12β/(k + 6β).

The factor 12 means that angle springs much weaker than the bonds still give a considerable shear modulus.

**9. Worked example: 1 % shear**

Take k = 700 N/m and d = 0.142 nm. Then

K = 700/(2√3) = 202 N/m = 1261 eV/nm²,
μ_locked = 700/(4√3) = 101 N/m.

Let a = 0.01 and b = 0: the sheet is stretched by 1 % along bond 1 and shortened by 1 % across it. With locked sublattices the elongations d a cos θ_i are +1.42, −0.71 and −0.71 pm, and

W_locked = 2 × 101.04 N/m × 10⁻⁴ = 20.2 mJ/m².

The linear formula gives the cancelling shift u_x = −d a = −1.420 pm. Minimization with true bond lengths gives −1.406 pm. The 1 % difference is a second-order effect. Requiring equal bond lengths, in units of d,

(1 + a + u)² = ((1 + a)/2 − u)² + (3/4)(1 − a)²,

gives 3u(1 + a) = −3a, hence u = −a/(1 + a), which is −1.406 pm here. The true minimum differs from equal bonds only at order a³.

For the area-preserving stretch with g = 0.01, the relaxed energy is

W = 9 × 700 N/m × 10⁻⁸/(4√3) = 0.0091 mJ/m²,

to leading order. Numerical minimization averaged over +g and −g agrees; the odd term makes the separate values 0.0090 mJ/m² for g = +0.01 and 0.0092 mJ/m² for g = −0.01. Relaxation has removed all but about one part in 2200 of the locked energy. For comparison, a 1 % area strain costs ½ × 202 × 10⁻⁴ = 10.1 mJ/m².

The numerical shear modulus at strain 10⁻⁴ is 2·10⁻⁶ N/m rather than zero, and this too is the quartic term. That calculation used the linear map 1 + ε, which shrinks the area by a². The equal bond length is then 1 + a − a/(1 + a) ≈ 1 + a², so W ≈ ½K(2a²)² = 2Ka⁴ and W/(2a²) = Ka² = 2·10⁻⁶ N/m.

With carbon masses, ρ = 0.761 mg/m² and the longitudinal speed of the spring sheet is √(K/ρ) = 16.3 km/s.

**10. Comparison with graphene**

The values of k and d lie in the regime of graphene, whose area modulus is roughly 200 N/m and whose shear modulus is roughly 150 N/m. The spring sheet matches the first by the choice of k and fails for the second. It has no resistance to changes of bond angle, and angle springs are one simple way to supply the missing stiffness. With β = 70 N/m, a round value chosen to bring the shear modulus into the right range,

μ = 2√3 × 700 × 70/(700 + 420) = 152 N/m.

An angle spring one tenth as stiff as the bond lifts μ from zero to 0.75 K. The sublattice shift falls to (700 − 420)/(700 + 420) = 0.25 of its spring-only value, and the speeds become 21.6 km/s longitudinal and 14.1 km/s transverse. The match in μ is by choice of β and is no prediction. Nor does it carry over to the relative motion of the sublattices: for atoms of mass m, the model gives their opposite vibration at zero wave vector the angular frequency √(2(S + B)/m), which corresponds to 2180 cm⁻¹, against about 1580 cm⁻¹ in graphene. The bond springs alone already give √(2S/m), or 1720 cm⁻¹, so k = 700 N/m is an effective value fitted to K rather than the bond constant of graphene. The shift factor 0.25 is therefore a property of the model and not an estimate for graphene.

Two other effects treated above, tension and finite strain, contribute much less to the shear stiffness here. A tension of 1 N/m gives the spring sheet μ_σ = 1.50 N/m. The quartic energy at 1 % shear corresponds to W/(2a²) = 0.045 N/m.

**11. Corrections to the area modulus**

Bonds weaken when stretched. For a Morse bond V = (k/(2α²))(1 − e^(−αs))², the local spring constant is

V″ = k(2e^(−2αs) − e^(−αs)) ≈ k(1 − 3αs).

At 1 % area strain s = d e/2 = 0.71 pm. With a rough α = 20 nm⁻¹, αs = 0.0142 and the spring constant falls by 4.2 %. The area modulus of the stretched sheet falls by about half a percent more. With σ = f/(√3 ℓ) from section 7, the change of σ per relative change of area is (V″ − f/ℓ)/(2√3), and here f/ℓ ≈ 0.005k.

A warm sheet also ripples out of plane. Ripples hide area, and tension pulls it out again, which adds compliance. For height h, bending rigidity κ and sheet area A, a mode of wave number q has the energy ½A(κq⁴ + σq²)|h_q|². Classical equipartition gives ⟨|h_q|²⟩ = k_BT/[A(κq⁴ + σq²)]. The relative hidden area is ½⟨|∇h|²⟩, or

½Σ q²⟨|h_q|²⟩ = (k_BT/4π)∫ q dq/(κq² + σ).

Its decrease per unit tension, with the integral taken from 0 to a cutoff Q, is

C = (k_BT/4π)∫ q dq/(κq² + σ)²
= (k_BT/(8πκ))[1/σ − 1/(κQ² + σ)].

One mode per atom fixes the cutoff: Q²/(4π) = 2/A_c. For a rough κ = 1.5 eV, σ = 1 N/m and 300 K, C = 0.68 m/kN. The spring compliance is 1/K = 4.95 m/kN. Together they give

K_eff = 1/(4.95 + 0.68) m/kN ≈ 178 N/m,

which is 12 % below K. Classical statistics are adequate for the modes that matter: where κq² = σ the quantum is 2.2 meV, against k_BT = 25.9 meV.

This estimate treats the ripples as independent and leaves out their coupling through in-plane strain. For a sheet with a Young modulus near 350 N/m, as in the angle-spring model, that coupling stiffens the ripples: to first order it raises κ by about 18 % where κq² = σ at σ = 1 N/m and lowers C to about 0.57 m/kN, which alone would give 181 N/m. The Morse softening at this tension brings K to about 197 N/m, which alone would give 174 N/m. The value 178 N/m is therefore uncertain by a few N/m. In the independent-mode formula C grows nearly as 1/σ and would equal 1/K at about 0.14 N/m, but at that tension the coupling correction to κ exceeds κ itself and the formula no longer applies. The value k/(2√3) is therefore the stiffness of the flat sheet; comparing it with a measured stiffness requires the tension and temperature to be stated. The numerical output below lists the values used here.

Table of computed values

```
spring constant k                     700 N/m
bond length d                         0.142 nm
angle spring beta                     70 N/m
bending rigidity                      1.5 eV
tension                               1.0 N/m
temperature                           300 K
Morse range parameter                 20 1/nm
area modulus K, formula               202.07 N/m
area modulus K, minimized energy      202.07 N/m
area modulus K, converted             1261 eV/nm2
locked shear modulus, formula         101.04 N/m
locked shear modulus, numerical       101.04 N/m
relaxed shear modulus, strain 1e-4    2.0e-06 N/m
example shear strain a                0.01
locked elongation of bond 1           +1.42 pm
locked elongation of bond 2           -0.71 pm
locked elongation of bond 3           -0.71 pm
relaxed shift u_x, full minimization  -1.406 pm
linear formula for u_x                -1.420 pm
locked shear energy                   20.21 mJ/m2
relaxed shear energy, numerical       0.00909 mJ/m2
relaxed shear energy, quartic law     0.00909 mJ/m2
energy of 1 % area strain             10.10 mJ/m2
relative circumradius growth          1.500e-04
mass per area                         0.761 mg/m2
longitudinal speed, springs only      16.29 km/s
largest flat-band w^2 / top w^2       5.1e-16
shear modulus with angle springs      151.55 N/m
  same, minimized energy              151.55 N/m
  its ratio to K                      0.750
  shift reduction factor              0.250
  longitudinal speed                  21.55 km/s
  transverse speed                    14.11 km/s
shear modulus from tension, formula   1.4975 N/m
  same, minimized energy              1.4976 N/m
finite-shear stiffness W/(2a^2)       0.0455 N/m
ripple compliance, formula            0.6798 m/kN
ripple compliance, mode sum           0.6793 m/kN
spring compliance 1/K                 4.9487 m/kN
area modulus with ripples             177.7 N/m
  relative change                     -12.1 %
ripple quantum at crossover           2.18 meV
thermal energy                        25.85 meV
Morse change of k at 1 % area strain  -4.2 %
```
